# Space-charge-limited current in a trap-free film

## Problem

A semiconducting film of thickness \(L=1\ \mu\mathrm{m}\) lies between two plane metal electrodes. Its dielectric constant is \(\varepsilon_r=10\), and its electrons have a constant mobility \(\mu=10\ \mathrm{cm^2/Vs}\). The film has no traps, no donors and no mobile carriers of its own, so every electron in it has come from the cathode. The cathode can supply as many electrons as the film will take. A voltage \(V=1\ \mathrm{V}\) is applied.

(a) Neglect diffusion. Derive the steady current density \(J\) as a function of \(V\) and \(L\), and evaluate it.

(b) Find the field, the stored charge and the transit time, and use them to check the result of (a).

(c) Now include diffusion at 300 K, with two identical, strongly injecting contacts. By how much does the answer change?

(d) Which other neglected effects matter for these numbers, and how does the model compare with a real amorphous oxide?

**Conventions.** The coordinate \(x\) runs from the cathode at \(x=0\) to the anode at \(x=L\). Electrons drift towards \(+x\), while the electric field vector and the conventional current point towards \(-x\). To avoid carrying these signs, \(E\) denotes the field component that pushes electrons towards the anode, \(J\) the magnitude of the current density, and \(q>0\) the elementary charge. The permittivity is \(\varepsilon=\varepsilon_r\varepsilon_0\). The voltage \(V\) excludes any built-in voltage from unequal electrodes.

## Hints

1. Two equations connect the electron density \(n(x)\) and \(E(x)\): the drift current and Poisson's equation. In the steady state \(J\) does not depend on \(x\). Eliminate \(n\).
2. For the boundary condition, ask what the field at the cathode must be if \(J\) is finite while the density available there is unlimited.
3. The voltage is the integral of \(E\) over the film.
4. For (b), the current is also the stored charge divided by the time an electron needs to cross.
5. For (c), measure voltages in units of \(V_t=kT/q\). The equation for the field can be integrated once. What remains is a Riccati equation, which becomes linear if the field is written as a logarithmic derivative.

## Solution

### (a) The drift-only current

Electrons of density \(n\) move with velocity \(\mu E\), so

\[
J=qn\mu E .
\]

Poisson's equation for the field vector has the charge density \(-qn\) on its right-hand side. Since \(E\) is minus the component of that vector along \(x\), the two minus signs cancel:

\[
\frac{dE}{dx}=\frac{qn}{\varepsilon}.
\]

The field therefore grows towards the anode. The first equation gives \(qn=J/(\mu E)\). Inserting this and multiplying by \(E\),

\[
E\frac{dE}{dx}=\frac{J}{\varepsilon\mu}.
\]

The left side is \(\tfrac12\,d(E^2)/dx\) and the right side is constant, so integration from the cathode gives

\[
E^2(x)=E^2(0)+\frac{2Jx}{\varepsilon\mu}.
\]

At the cathode \(n\) may grow without limit while \(J=qn\mu E\) stays finite, which requires \(E(0)=0\). The physical reason is that a field pulling electrons inwards would draw in more of them, until their charge had screened it. A cathode with limited supply would leave \(E(0)>0\). At fixed voltage, \(J\) would then have to be smaller, because both terms under the root raise \(\int E\,dx\). The current found with \(E(0)=0\) is thus the largest that drift from the cathode can carry in this model, and the space charge sets it.

With \(E(0)=0\) the voltage is

\[
V=\int_0^L\sqrt{\frac{2Jx}{\varepsilon\mu}}\,dx
=\frac23\sqrt{\frac{2J}{\varepsilon\mu}}\;L^{3/2}.
\]

Squaring gives

\[
V^2=\frac49\cdot\frac{2J}{\varepsilon\mu}L^3=\frac{8JL^3}{9\varepsilon\mu},
\]

and solving for \(J\) yields the Mott-Gurney law,

\[
J=\frac98\,\varepsilon\mu\,\frac{V^2}{L^3}.
\]

In SI units \(\mu=10^{-3}\ \mathrm{m^2/Vs}\), \(L=10^{-6}\ \mathrm m\) and \(\varepsilon=8.854\times10^{-11}\ \mathrm{F/m}\). Hence

\[
J=\frac98\cdot\frac{(8.854\times10^{-11})(10^{-3})(1)^2}{(10^{-6})^3}\ \mathrm{A/m^2}
=9.96\times10^{4}\ \mathrm{A/m^2}.
\]

One square metre is \(10^4\) square centimetres, so \(J=9.96\ \mathrm{A/cm^2}\), or about \(10\ \mathrm{A/cm^2}\).

The voltage enters squared because it does two things: it raises the stored charge and it raises the velocity. Thickness acts more strongly. At 2 V and 0.5 µm the current grows by \(2^2\cdot2^3=32\), to \(319\ \mathrm{A/cm^2}\). A 10 % error in thickness therefore shifts the predicted current by about \(-25\) % if the film is 10 % thicker and by about \(+37\) % if it is 10 % thinner.

### (b) Inside the film

From the law, \(2J/(\varepsilon\mu)=9V^2/(4L^3)\), so

\[
E(x)=\frac{3V}{2L}\sqrt{\frac xL},\qquad
n(x)=\frac{\varepsilon}{q}\frac{dE}{dx}=\frac{3\varepsilon V}{4qL^2}\sqrt{\frac Lx}.
\]

At the anode the field is \(1.5\,V/L=0.015\ \mathrm{MV/cm}\). The density diverges at the cathode, but only as \(x^{-1/2}\), so the total charge is finite. Integrating Poisson's equation gives the charge per area

\[
Q=\varepsilon\,[E(L)-E(0)]=\frac{3\varepsilon V}{2L}=0.0133\ \mathrm{\mu C/cm^2}.
\]

The mean density is \(Q/(qL)=8.3\times10^{14}\ \mathrm{cm^{-3}}\), and the density at the anode is half of that.

The transit time follows from the velocity \(\mu E\):

\[
t=\int_0^L\frac{dx}{\mu E}
=\frac{2L^{3/2}}{3\mu V}\int_0^L x^{-1/2}dx
=\frac{2L^{3/2}}{3\mu V}\cdot2L^{1/2}
=\frac{4L^2}{3\mu V}=1.33\ \mathrm{ns}.
\]

In a steady flow the whole stored charge is replaced once per transit time, so

\[
J=\frac Qt=\frac{3\varepsilon V}{2L}\cdot\frac{3\mu V}{4L^2}=\frac98\,\varepsilon\mu\frac{V^2}{L^3},
\]

in agreement with (a). For any field \(E=A\sqrt x\) the ratio \(Q/t\) equals \(\varepsilon\mu A^2/2\), so the factor \(9/8\) rests on the value of \(A\). That value can be fixed without the law: \(\int_0^L E\,dx=\tfrac23AL^{3/2}=V\) gives \(A=3V/(2L^{3/2})\), the prefactor used above. With the numbers, \(0.0133\ \mathrm{\mu C/cm^2}\) in \(1.33\ \mathrm{ns}\) is again \(10\ \mathrm{A/cm^2}\).

### (c) Diffusion

The infinite density gradient at the cathode is a warning that diffusion cannot be neglected there. With the Einstein relation \(D=\mu V_t\), the current is

\[
J=q\mu\left(nE-V_t\frac{dn}{dx}\right),\qquad V_t=\frac{kT}{q}=0.02585\ \mathrm V .
\]

Define the dimensionless quantities

\[
\xi=\frac xL,\quad u=\frac{EL}{V_t},\quad N=\frac{qL^2n}{\varepsilon V_t},\quad
v=\frac V{V_t},\quad j=\frac{JL^3}{\varepsilon\mu V_t^2}.
\]

With primes for \(d/d\xi\), the two equations become \(u'=N\) and \(j=uN-N'\). Inserting the first into the second gives \(j=uu'-u''=(u^2/2-u')'\). One integration, with constant \(c\), yields

\[
u'-\frac{u^2}{2}=c-j\xi .
\]

Now set \(u=-2y'/y\). Then \(u'=-2y''/y+2y'^2/y^2\) and \(u^2/2=2y'^2/y^2\). The squares cancel, leaving the linear equation

\[
y''=\tfrac12\,(j\xi-c)\,y .
\]

**Boundary conditions.** At a very dense contact \(N\to\infty\), so \(|u|\to\infty\) and \(y\to0\). Hence \(y(0)=y(1)=0\), with no zero between, since the density is finite inside. Near \(\xi=0\), \(y\simeq y'(0)\,\xi\), which gives \(u\simeq-2/\xi\) and \(N\simeq2/\xi^2\). The field next to the cathode now pushes electrons back, and diffusion carries them in against it.

**Voltage.** Equal contacts have equal densities, and near both ends \(N\simeq2/(\text{distance})^2\). Points of equal density thus lie at the same small distance \(\eta\) from each contact. Since \(\int u\,d\xi=-2\ln y\),

\[
v=2\ln\frac{|y(\eta)|}{|y(1-\eta)|}\;\longrightarrow\;2\ln\left|\frac{y'(0)}{y'(1)}\right| .
\]

**Solution.** Put \(\kappa^3=j/2\) and \(\kappa^2s=c/2\). With \(z=\kappa\xi-s\) the equation becomes Airy's equation, \(d^2y/dz^2=zy\). The combination

\[
y=\mathrm{Ai}(z)\,\mathrm{Bi}(-s)-\mathrm{Bi}(z)\,\mathrm{Ai}(-s)
\]

vanishes at \(\xi=0\). The condition \(y(1)=0\) reads \(\mathrm{Ai}(\kappa-s)\mathrm{Bi}(-s)=\mathrm{Bi}(\kappa-s)\mathrm{Ai}(-s)\), and its smallest positive root \(s\) gives the solution without interior zeros.

The Wronskian \(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi\) gives \(y'(0)=-\kappa/\pi\). At the other end, replacing \(\mathrm{Ai}(-s)\) by means of the condition \(y(1)=0\) leaves the same Wronskian times a ratio: \(y'(1)=-(\kappa/\pi)\,\mathrm{Bi}(-s)/\mathrm{Bi}(\kappa-s)\). Therefore

\[
v=2\ln\left|\frac{\mathrm{Bi}(\kappa-s)}{\mathrm{Bi}(-s)}\right|,\qquad j=2\kappa^3 .
\]

For a given \(v\) these relations are solved numerically for \(\kappa\). At 1 V and 300 K they give \(J=19.9\ \mathrm{A/cm^2}\), which is 2.0 times the drift-only value.

**Two limits.** They set the voltage scale below which the electrons supplied by diffusion dominate the current.

At zero current \(y=\sin\pi\xi\), hence \(u=-2\pi\cot\pi\xi\) and \(N=u'=2\pi^2/\sin^2\pi\xi\). Dividing \(j=uN-N'\) by \(N\) gives \(j/N=u-(\ln N)'\). Integrated between equal contact densities, the logarithm drops out. To first order in \(j\), the zero-current \(N\) may be used:

\[
v=j\int_0^1\frac{\sin^2\pi\xi}{2\pi^2}\,d\xi=\frac{j}{4\pi^2},
\qquad\text{so}\qquad j=4\pi^2v .
\]

As the voltage grows, the regions where diffusion matters shrink towards the contacts, and the current approaches that of (a), \(j=\tfrac98v^2\). The two expressions are equal at

\[
v=\frac{32\pi^2}{9},\qquad V=\frac{32\pi^2}{9}\,V_t=0.91\ \mathrm V .
\]

The applied 1 V lies next to this crossing, so neither limit suffices alone. Even without bias, the contacts fill the film with electrons. Their density in the middle is \(2\pi^2\varepsilon V_t/(qL^2)\), about one third of the mean density found in (b). The crossing voltage contains neither \(L\) nor \(\mu\), so a thicker film does not remove the problem. A higher voltage reduces it, but slowly. For large \(\kappa\) the condition \(y(1)=0\) becomes \(\mathrm{Ai}(-s)=0\), so \(s=2.338\). Since \(\mathrm{Bi}(z)\) grows like \(\exp(\tfrac23z^{3/2})\), \(v\simeq\tfrac43(\kappa-s)^{3/2}\) apart from logarithmic terms, and \(j=2\kappa^3\simeq\tfrac98v^2(1-s/\kappa)^{-3}\). The diffusion layer at the cathode thus shortens the drift region by the fraction \(s/\kappa\). At 1 V, \(\kappa=11.9\), the fraction is 0.20 and the factor is 1.93, nearly the whole correction. Because \(\kappa\) grows as \(v^{2/3}\), the excess falls only as \(v^{-2/3}\): at 10 V the ratio to the drift-only current has fallen to 1.18. For this 1 µm film, however, that figure is a limit of the model and not a steady operating point, since the heating formula of part (d) would give a rise of thousands of kelvin for the pad considered there.

**Finite contact density.** The limit of infinitely dense contacts is a mathematical idealization, because the Einstein relation \(D=\mu V_t\) holds only while the electrons are nondegenerate. Real contacts have a finite electron density \(n_c\). The profile \(N\simeq2/\xi^2\) is then cut off where it reaches the contact value, at the distance

\[
\delta=\sqrt{\frac{2\varepsilon V_t}{qn_c}} .
\]

The film behaves approximately like one of thickness \(L+2\delta\) with infinitely dense contacts. For \(n_c=10^{18}\ \mathrm{cm^{-3}}\), \(\delta=5.3\ \mathrm{nm}\), and the current should fall by the factor \((1.0107)^3=1.032\), to \(19.3\ \mathrm{A/cm^2}\). A direct numerical solution of the drift-diffusion equations with this contact density also gives \(19.3\ \mathrm{A/cm^2}\).

The answer to the problem therefore has two parts. The Mott-Gurney value is \(10\ \mathrm{A/cm^2}\). With equal, strongly injecting contacts at 300 K, the same trap-free film carries about \(20\ \mathrm{A/cm^2}\).

### (d) Other effects, and the real material

**Field.** In a hopping picture, a constant mobility requires that the energy gained from the field in one hop be small compared with \(kT\). For a hop of 1 nm at the anode field of (b) the gain is 1.5 meV, against \(kT=25.9\ \mathrm{meV}\). Close to the contacts of part (c) the field is stronger. For \(n_c=10^{18}\ \mathrm{cm^{-3}}\) it reaches about 0.1 MV/cm at the contact itself, where a 1 nm hop along the field changes the energy by about 10 meV. Within roughly the first ten nanometres a constant mobility is therefore only a rough assumption. Even this field is well below 1 MV/cm, and good insulating oxide films break down only at fields above that.

**Heating.** The drift-only power is \(JV=10\ \mathrm{W/cm^2}\). Take a thermal conductivity \(k_h=1\ \mathrm{W/(m\,K)}\) for both film and glass substrate. The temperature difference across the film is then at most about \(JVL/k_h=0.1\ \mathrm K\).

Spreading into the glass matters more. On the surface of a thick substrate, a point source of power \(P\) raises the temperature at distance \(r\) by \(P/(2\pi k_hr)\). Summing over rings of a round pad of radius \(a\) gives, at its centre,

\[
\Delta T=\int_0^a\frac{JV\,2\pi r\,dr}{2\pi k_hr}=\frac{JVa}{k_h}.
\]

For \(a=50\ \mathrm{\mu m}\) this is 5 K, and about twice that with the current of part (c). Larger pads run hotter in proportion to \(a\), as long as the glass is thick compared with the pad. The estimate ignores heat carried sideways by the metal electrodes, which lowers the rise when they extend beyond the pad.

**Real films.** The data resemble amorphous indium-gallium-zinc oxide, for which a mobility near \(10\ \mathrm{cm^2/Vs}\) and a dielectric constant near 10 are rough typical values. The thickness is not typical of its use in transistors, where the layer is usually some tens of nanometres thick. The assumption most at risk is that of an empty, trap-free film. The mean injected density of the drift-only model, found in (b), is below \(10^{15}\ \mathrm{cm^{-3}}\), a small number for a disordered oxide, whose background density depends strongly on oxygen content and processing. An illustrative background of \(10^{16}\ \mathrm{cm^{-3}}\) raises the drift current to about \(165\ \mathrm{A/cm^2}\) (variation 1), while traps lower it (variation 2). At that higher current the 50 µm pad considered above would warm by about 80 K, so the film would no longer stay near 300 K. The mobility is a further uncertainty: in this material it tends to rise with carrier density, so a value measured in a densely filled transistor channel may be too high here. Unequal electrodes add a built-in voltage, which, depending on the electrodes, need not be small compared with 1 V.

## Variation 1: a film with background electrons

*The film contains uniform, ionized donors and an equal density \(n_0\) of mobile electrons. Diffusion is neglected. When does the current at 1 V cease to be space-charge-limited?*

The donors neutralize a density \(n_0\), so Poisson's equation becomes \(dE/dx=q(n-n_0)/\varepsilon\). With \(qn=J/(\mu E)\),

\[
\frac{dE}{dx}=\frac1\varepsilon\left(\frac{J}{\mu E}-qn_0\right).
\]

For large \(n_0\) the bracket is close to zero over most of the film. The field is then nearly uniform, \(E\simeq V/L\), and the current is ohmic, \(J_\Omega=qn_0\mu V/L\). Setting this equal to the Mott-Gurney current, the mobility cancels:

\[
qn_0\mu\frac VL=\frac98\varepsilon\mu\frac{V^2}{L^3}
\quad\Rightarrow\quad
n_0=\frac{9\varepsilon V}{8qL^2}=6.2\times10^{14}\ \mathrm{cm^{-3}} .
\]

At this density, numerical integration with \(E(0)=0\) gives \(18.0\ \mathrm{A/cm^2}\), somewhat less than the sum of the two equal currents. At \(n_0=10^{16}\ \mathrm{cm^{-3}}\) the ohmic formula gives \(160\ \mathrm{A/cm^2}\) and the integration \(165\ \mathrm{A/cm^2}\), so the film is close to an ordinary resistor. The crossing voltage is proportional to \(n_0\). For \(10^{16}\ \mathrm{cm^{-3}}\) it is about 16 V, and a quadratic current would be expected only well above that. For this 1 µm film that range is not a steady operating point: at 16 V the heating formula of part (d) already gives a rise of tens of thousands of kelvin for the 50 µm pad.

## Variation 2: a film with traps

*Diffusion and background electrons are neglected. How does the current change (i) if a constant fraction \(\theta=0.1\) of the injected electrons is mobile, and (ii) if the film holds \(N_t=10^{16}\ \mathrm{cm^{-3}}\) deep, initially empty and neutral traps?*

(i) Mobile electrons of density \(n\) carry the current, but the total density \(n/\theta\) makes the space charge:

\[
J=qn\mu E,\qquad \frac{dE}{dx}=\frac{qn}{\varepsilon\theta}
\quad\Rightarrow\quad
E\frac{dE}{dx}=\frac{J}{\varepsilon\theta\mu}.
\]

This is the equation of part (a) with \(\mu\) replaced by \(\theta\mu\). Hence \(J=\tfrac98\varepsilon\theta\mu V^2/L^3=1.0\ \mathrm{A/cm^2}\). The current is still quadratic in \(V\), so a measured square law does not by itself show that a film is trap-free.

(ii) When all deep traps are filled and few electrons are mobile, the charge density is uniform. With \(E(0)=0\) the field is \(E=qN_tx/\varepsilon\), and the voltage that holds this charge is

\[
V_{\mathrm{TFL}}=\int_0^L\frac{qN_tx}{\varepsilon}\,dx=\frac{qN_tL^2}{2\varepsilon}=9.0\ \mathrm V .
\]

At 1 V the traps cannot all be filled. Their density is about 12 times the mean density injected in the trap-free film, so they have room for all of that charge, and the trap-free law does not apply. The current that remains depends on the depth of the traps, which is not given here. Since \(V_{\mathrm{TFL}}\) is proportional to \(N_t\), it falls to 1 V at \(N_t\approx1.1\times10^{15}\ \mathrm{cm^{-3}}\). A film with deep traps can be treated as trap-free at 1 V only if their density is well below this value.

## Computed results

```
mobility: 10 cm2/Vs
dielectric constant: 10
thickness: 1 um
voltage: 1 V
permittivity: 8.854e-11 F/m
drift-only current, formula: 9.961e+04 A/m2
drift-only current, formula: 9.961 A/cm2
drift-only current, integration: 9.961 A/cm2
current at 2 V and 0.5 um, integration: 318.8 A/cm2
field at anode: 0.015 MV/cm
charge per area: 0.01328 uC/cm2
transit time: 1.333 ns
mean carrier density: 8.29e+14 cm^-3
carrier density at anode: 4.145e+14 cm^-3
background density for equal currents: 6.217e+14 cm^-3
drift current at that background: 17.98 A/cm2
illustrative background density: 1e+16 cm^-3
ohmic current at that density: 160.2 A/cm2
integrated drift current there: 164.9 A/cm2
illustrative free fraction: 0.1
current with that free fraction: 0.9961 A/cm2
illustrative deep trap density: 1e+16 cm^-3
trap-filling voltage: 9.048 V
temperature: 300 K
thermal voltage: 0.02585 V
voltage where the two limits cross: 0.9072 V
current with diffusion, dense contacts: 19.9 A/cm2
ratio to drift-only at 1 V: 1.998
ratio to drift-only at 10 V: 1.177
finite contact density: 1e+18 cm^-3
contact layer length delta: 5.345 nm
current with finite contact density: 19.28 A/cm2
its ratio to drift-only: 1.935
low-voltage slope times stretch: 39.51
four pi squared: 39.48
energy per 1 nm hop at anode field: 1.5 meV
thermal energy: 25.85 meV
power density, drift-only: 9.961 W/cm2
thermal conductivity assumed: 1 W/(m K)
temperature drop scale across film: 0.09961 K
pad radius: 50 um
temperature rise at pad centre: 4.98 K
```
